\section*{Susceptibility of the Eu3+ ion from its 7F ladder}

\section{Problem}

The free ion Eu$^{3+}$ has six $4f$ electrons. By Hund's rules its lowest term is $^7F$, with $L=3$ and $S=3$. Spin--orbit coupling within this term is described by $\lambda\,\mathbf L\cdot\mathbf S$ with $\lambda>0$, because the shell is less than half full. The levels are then $J=0,1,\dots,6$, with $J=0$ lowest. Angular momenta are in units of $\hbar$.

A field $B$ along $z$ couples to the magnetic moment $-\mu_B(\mathbf L+2\mathbf S)$, where the spin $g$ factor is taken as 2. The Hamiltonian is
\begin{equation}
H=\lambda\,\mathbf L\cdot\mathbf S+\mu_B B\,m,\qquad m=L_z+2S_z .
\label{H}
\end{equation}
Other terms of the shell, the crystal field and the diamagnetism of the electron cloud are left out. The field is weak: $\mu_BB\ll\lambda$, and $\mu_BB\ll kT$ at temperatures where excited levels are populated.

\begin{enumerate}
\item Estimate the molar susceptibility $\chi$ at low and at high temperature by scaling.
\item Derive $\chi(T)$ for the whole ladder. What is its limit as $T\to0$, where every ion is in a level with $J=0$?
\item Evaluate it for the round value $\lambda/hc=350\ \mathrm{cm^{-1}}$ and compare it with the estimate.
\end{enumerate}

Gaussian units are used, so $\chi$ is the induced moment per mole divided by $B$, in $\mathrm{cm^3/mol}$. The SI value in $\mathrm{m^3/mol}$ is obtained by multiplying this number by $4\pi\times10^{-6}$.

\section{Estimate by scaling}

In the $J=0$ level, $\mathbf L$ and $\mathbf S$ are antiparallel and equal in length. The moment does not cancel with them: since $\mathbf L=-\mathbf S$, the vector $\mathbf L+2\mathbf S$ equals $\mathbf S$. This vector has no preferred direction, so its mean is zero, but its mean square is not. A field can therefore polarize the ion by mixing in the next level.

The energy available to resist this mixing is $\lambda$. Second-order perturbation theory suggests an energy shift
\[
\Delta E\sim-\frac{\mu_B^2B^2\,\overline{S_z^2}}{\lambda}.
\]
Treating $\mathbf S$ as a classical vector of length 3 gives $\overline{S_z^2}\approx 3^2/3=3$. The moment is $-\partial\Delta E/\partial B$, which brings a factor 2, so for $N$ ions per mole
\begin{equation}
\chi_{\rm est}\sim\frac{6N\mu_B^2}{\lambda}\qquad(kT\ll\lambda).
\label{estlow}
\end{equation}

At high temperature the coupling no longer matters, and $\mathbf L$ and $\mathbf S$ point independently of each other. The mean square of $m$ is then about $(L^2+4S^2)/3=(9+36)/3=15$, and Curie's law gives
\begin{equation}
\chi_{\rm est}\sim\frac{15N\mu_B^2}{kT}.
\label{esthigh}
\end{equation}
With $\lambda$ as the only energy scale, the low-temperature behaviour should end around $kT\sim\lambda$.

\section{Exact solution of the model}

\subsection{Levels and the free energy}

From $\mathbf J=\mathbf L+\mathbf S$ follows $\mathbf L\cdot\mathbf S=\tfrac12(\mathbf J^2-\mathbf L^2-\mathbf S^2)$. Since $L$ and $S$ are fixed,
\begin{equation}
E_J-E_0=\tfrac12\lambda J(J+1),\qquad E_{J+1}-E_J=\lambda(J+1).
\label{ladder}
\end{equation}

The field conserves $M$, the eigenvalue of $J_z$. Each level contains one state for each $M$, so ordinary non-degenerate perturbation theory applies to each state $|JM\rangle$. Write its energy as $E=E^{(0)}+E^{(1)}B+E^{(2)}B^2$, with
\begin{equation}
E^{(1)}=\mu_B\langle JM|m|JM\rangle,\qquad
E^{(2)}=-\mu_B^2\sum_{J'\ne J}\frac{|\langle J'M|m|JM\rangle|^2}{E_{J'}-E_J}.
\label{pt}
\end{equation}
To order $B^2$ the Boltzmann factor is
\[
e^{-E/kT}=e^{-E^{(0)}/kT}\left[1-\frac{E^{(1)}B}{kT}-\frac{E^{(2)}B^2}{kT}+\frac{(E^{(1)})^2B^2}{2(kT)^2}\right].
\]
Within a level $E^{(1)}$ is proportional to $M$, so the linear term vanishes in the sum over states. The mean moment of an ion is $kT\,\partial\ln Z/\partial B$. Differentiating the $B^2$ terms and dividing by $B$ gives the Van Vleck formula
\begin{equation}
\chi=\frac{N}{Z}\sum_{J,M}\left[\frac{(E^{(1)})^2}{kT}-2E^{(2)}\right]e^{-E^{(0)}/kT},
\label{vv}
\end{equation}
where $Z$ is now the partition function at $B=0$. The first term describes the orientation of permanent moments. The second describes the distortion of the states by the field.

\subsection{Using the equality of $L$ and $S$}

Define $\mathbf K=\mathbf L-\mathbf S$. Then $\mathbf L=(\mathbf J+\mathbf K)/2$ and $\mathbf S=(\mathbf J-\mathbf K)/2$, so
\begin{equation}
\mathbf L+2\mathbf S=\tfrac32\mathbf J-\tfrac12\mathbf K .
\label{mk}
\end{equation}
Because $\mathbf L$ and $\mathbf S$ commute and $L(L+1)=S(S+1)=12$,
\begin{align}
\mathbf J\cdot\mathbf K&=\mathbf L^2-\mathbf S^2=0,\label{jk}\\
\mathbf J^2+\mathbf K^2&=2(\mathbf L^2+\mathbf S^2)=48.\label{casimir}
\end{align}

Inside one level every vector operator is proportional to $\mathbf J$, so there $\mathbf K=c\,\mathbf J$. Taking the scalar product with $\mathbf J$ and using \eqref{jk} gives $cJ(J+1)=0$. Hence $c=0$ for $J\ge1$, while for $J=0$ a vector has no diagonal element at all. Thus $\mathbf K$ has no elements inside a level. Being a vector, it changes $J$ by at most one, so it connects $J$ to $J\pm1$. The operator $\mathbf J$, in contrast, has no elements between different levels.

The two terms of \eqref{mk} therefore have separate roles. The first gives
\[
E^{(1)}=\tfrac32\mu_BM,
\]
which is a Land\'e factor of $3/2$ for every $J\ge1$. The second gives $E^{(2)}$.

\subsection{Strengths of the transitions}

Let $A_J^{\pm}$ be the sum of $|\langle J\pm1,M'|K_i|JM\rangle|^2$ over $M'$ and over the three components $i=x,y,z$. By rotational invariance it does not depend on $M$. Two relations determine it. Completeness of the states, with \eqref{casimir}, gives
\begin{equation}
A_J^++A_J^-=\langle\mathbf K^2\rangle=48-J(J+1).
\label{complete}
\end{equation}
The total strength between two levels is the same counted from either side, so
\begin{equation}
(2J+1)A_J^+=(2J+3)A_{J+1}^- .
\label{herm}
\end{equation}
There is no level below $J=0$, so $A_0^-=0$. The solution is
\begin{equation}
A_J^-=\frac{J(49-J^2)}{2J+1},\qquad
A_J^+=\frac{(J+1)\left[49-(J+1)^2\right]}{2J+1}.
\label{A}
\end{equation}
The proof is by induction. The first formula holds at $J=0$. If it holds at some $J$, then \eqref{complete} gives
\begin{align*}
(2J+1)A_J^+&=(2J+1)(48-J-J^2)-49J+J^3\\
&=48+46J-3J^2-J^3\\
&=(J+1)(48-2J-J^2)=(J+1)\left[49-(J+1)^2\right],
\end{align*}
which is the second formula. Dividing by $2J+3$, as \eqref{herm} requires, gives the first formula at $J+1$. The ladder ends correctly, since $A_6^+=0$.

\subsection{The second-order term}

Let $\alpha_J$ be the average of $-2E^{(2)}$ over the $2J+1$ states of a level. Between levels $m$ acts as $-K_z/2$, which contributes a factor $1/4$ to the squared elements. After averaging over $M$, the $z$ component carries one third of the strength. The gaps are $\lambda(J+1)$ upwards and $-\lambda J$ downwards. For $J\ge1$,
\begin{align}
\alpha_J&=2\mu_B^2\cdot\frac14\cdot\frac13\left[\frac{A_J^+}{\lambda(J+1)}-\frac{A_J^-}{\lambda J}\right]\notag\\
&=\frac{\mu_B^2}{6\lambda}\,\frac{\left[49-(J+1)^2\right]-\left[49-J^2\right]}{2J+1}
=-\frac{\mu_B^2}{6\lambda}.
\label{alphaJ}
\end{align}
The level above pushes the states down and the level below pushes them up. In units of $\mu_B^2/6\lambda$ the two terms are 15 and 16 for $J=1$, where they nearly cancel, $13/11$ and $24/11$ for $J=5$, and 0 and 1 for $J=6$, which has no level above. Their difference is $-1$ in every case, so each excited level has the same small negative value.

For $J=0$ the downward term is absent, and nothing cancels the upward one:
\begin{equation}
\alpha_0=\frac{\mu_B^2}{6\lambda}A_0^+=\frac{48\mu_B^2}{6\lambda}=\frac{8\mu_B^2}{\lambda}.
\label{alpha0}
\end{equation}

This value can be found directly. Since $J_z|00\rangle=0$, we have $m|00\rangle=S_z|00\rangle$, and isotropy gives $\langle S_z^2\rangle=S(S+1)/3=4$. The state $S_z|00\rangle$ lies entirely in the level $J=1$, at a distance $\lambda$. Hence $|\langle10|m|00\rangle|^2=4$ and $\alpha_0=2\cdot4\,\mu_B^2/\lambda$.

\subsection{Result and limits}

The average of $M^2$ over a level is $J(J+1)/3$, so the average of $(E^{(1)})^2$ is $\tfrac94\mu_B^2\cdot\tfrac13J(J+1)=\tfrac34\mu_B^2J(J+1)$. With $x=\lambda/kT$, equation \eqref{vv} becomes
\begin{equation}
\chi=\frac{N\mu_B^2}{\lambda}\,y(x),\quad
y=\frac{8+\sum_{J=1}^{6}(2J+1)\left[\frac34J(J+1)x-\frac16\right]e^{-xJ(J+1)/2}}
{\sum_{J=0}^{6}(2J+1)\,e^{-xJ(J+1)/2}} .
\label{result}
\end{equation}

\paragraph{Low temperature.} As $x\to\infty$ all exponentials with $J\ge1$ vanish, even when multiplied by $x$, and
\begin{equation}
\chi\to\frac{8N\mu_B^2}{\lambda}.
\label{plateau}
\end{equation}
The susceptibility reaches a plateau. A level with $J=0$ has no permanent moment to orient, but the field induces a moment $8\mu_B^2B/\lambda$ in it. This response involves no thermal disorder and so does not depend on $T$.

The first correction comes from $J=1$. The numerator is $8+(\tfrac92x-\tfrac12)e^{-x}$ and the denominator is $1+3e^{-x}$. To first order in $e^{-x}$,
\begin{equation}
y\simeq8+\left(\tfrac92x-\tfrac{49}{2}\right)e^{-x}.
\label{low}
\end{equation}
The bracket is positive for $x>49/9$, so on warming from $T=0$ the susceptibility first rises. Setting the derivative to zero gives $\tfrac92-\tfrac92x+\tfrac{49}2=0$, a maximum at $x=58/9$. The reason is visible in \eqref{result}: an ion in $J=1$ contributes $\tfrac32x-\tfrac16$ on average, which exceeds the 8 of a ground-state ion when $x>49/9$. At such temperatures few ions are excited, and the rise is very small.

\paragraph{High temperature.} Two sums over the 49 states are needed. The number of states gives $\sum(2J+1)=49$. The trace of $\mathbf J^2=\mathbf L^2+\mathbf S^2+2\mathbf L\cdot\mathbf S$ gives $\sum(2J+1)J(J+1)=49\cdot24$, because $\mathbf L\cdot\mathbf S$ has zero trace. For small $x$ the constant part of the numerator is $8-\tfrac{48}{6}=0$. The part linear in $x$ has one piece from the permanent moments and one from expanding the exponential beside $-\tfrac16$:
\[
49\cdot24\left(\tfrac34+\tfrac1{12}\right)x=49\cdot20\,x .
\]
Dividing by 49 gives $y\to20x$, or
\begin{equation}
\chi\to\frac{20N\mu_B^2}{kT}=\frac{N\mu_B^2}{3kT}\left[L(L+1)+4S(S+1)\right],
\label{high}
\end{equation}
which is Curie's law for independent $\mathbf L$ and $\mathbf S$.

\section{Numbers for $\lambda/hc=350\ \mathrm{cm^{-1}}$}

This value corresponds to $\lambda/k=503.57$ K and $N\mu_B^2/\lambda=7.4497\times10^{-4}\ \mathrm{cm^3/mol}$. The plateau is
\[
8\times7.4497\times10^{-4}=5.960\times10^{-3}\ \mathrm{cm^3/mol},
\]
or $7.489\times10^{-8}\ \mathrm{m^3/mol}$ in SI.

At 300 K, $x=503.57/300=1.6786$. The statistical weights $(2J+1)e^{-xJ(J+1)/2}$ are $1$, $0.55992$, $0.03251$ and $0.00030$ for $J=0$ to $3$, and negligible beyond, so $Z=1.5927$. The ground level contributes $8/1.5927=5.023$ to $y$. The permanent moments of the excited levels contribute $0.885+0.154+0.003=1.042$, and their second-order terms $-0.062$. The sum is $y=6.003$, hence
\[
\chi(300\ \mathrm K)=6.003\times7.4497\times10^{-4}=4.472\times10^{-3}\ \mathrm{cm^3/mol}.
\]
Even at this temperature most of the susceptibility comes from the level without a permanent moment.

The table also gives the effective moment defined by $\chi=N\mu_{\rm eff}^2/3kT$, that is, $\mu_{\rm eff}=\mu_B\sqrt{3y/x}$, and the fraction $p_0$ of ions in $J=0$.

\begin{center}
\begin{tabular}{rccc}
$T$ (K) & $\chi$ ($10^{-3}\,\mathrm{cm^3/mol}$) & $\mu_{\rm eff}/\mu_B$ & $p_0$\\
\hline
10 & 5.960 & 0.690 & 1.000\\
75 & 5.965 & 1.891 & 0.996\\
100 & 5.951 & 2.182 & 0.981\\
200 & 5.329 & 2.919 & 0.804\\
300 & 4.472 & 3.275 & 0.628\\
600 & 3.047 & 3.823 & 0.364\\
1000 & 2.305 & 4.294 & 0.231
\end{tabular}
\end{center}

On the plateau $\mu_{\rm eff}$ falls as $\sqrt T$. This reflects a constant $\chi$ and not a moment that disappears on cooling. The maximum lies at 78 K, only 0.089\,\% above the plateau, and $\chi$ crosses the plateau value again at 92.5 K. As a numerical check, the 49-state Hamiltonian \eqref{H} was diagonalized in a small field (taken along $-z$ in the program, which leaves $\chi$ unchanged); its thermal moment reproduces \eqref{result} at every temperature in the table.

In a field of 1 T, $\mu_BB/\lambda=1.33\times10^{-3}$. The amplitude of $J=1$ mixed into the ground state has magnitude $2\mu_BB/\lambda=2.7\times10^{-3}$, and the induced moment is $8\mu_BB/\lambda=1.07\times10^{-2}$ in units of $\mu_B$. The weak-field condition $\mu_BB\ll\lambda$ is well satisfied.

\section{Comparison of estimate and solution}

The estimate \eqref{estlow} has the right dependence on $\lambda$ and the right independence of $T$. Its coefficient is 6 instead of 8, which is 25\,\% below the solution. The high-temperature coefficient, 15 instead of 20, is low by the same fraction. Both errors have one source: the classical square $3^2=9$ stands in place of $3\cdot4=12$.

The estimated end of the plateau, $kT\sim\lambda$ or about 500 K, is too high by about a factor of 3: $\chi$ has fallen by 5\,\% at about 160 K and by 10\,\% at about 200 K, and at $kT=\lambda$ it is only 56\,\% of the plateau. At 300 K, $\chi$ is 75\,\% of the plateau. There the three states of $J=1$ hold a good part of the ions, and each such ion contributes on average $\tfrac32x-\tfrac16=2.35$ to $y$ instead of 8.

Scaling with $\lambda$ alone is least reliable for the onset of Curie's law. At 1000 K, where $kT\approx2\lambda$, the limit \eqref{high} would give $y=20x=10.1$, while the solution gives $y=2.305/0.74497=3.09$. The ladder spreads over an energy much larger than $\lambda$. Averaged over the 49 states,
\[
\overline{(\mathbf L\cdot\mathbf S)^2}=\sum_{i,j}\overline{L_iL_j}\;\overline{S_iS_j}=3\cdot4\cdot4=48,
\]
because $\overline{L_iL_j}=\overline{S_iS_j}=4\delta_{ij}$. The root-mean-square spread is thus about $7\lambda$. It enters the first correction to \eqref{high}. Since $J(J+1)=24+2\,\mathbf L\cdot\mathbf S$, the average of $[J(J+1)]^2$ is $576+4\cdot48=768$. Per state, the numerator of \eqref{result} is then $20x-(\tfrac38+\tfrac1{48})\,768\,x^2=20x-304x^2$ and the denominator is $1-12x$, so $y\simeq20x-64x^2=20x\,(1-3.2x)$. The coefficient 64 is the average of $\mathbf L\cdot\mathbf S\,m^2$ over the 49 states. Only the cross term $4L_zS_z$ of $m^2$ contributes, giving $4\cdot4\cdot4=64$, so the correction measures how the coupling sets $L_z$ against $S_z$. The limit \eqref{high} therefore requires $kT\gg3.2\lambda$, or temperatures far above 1600 K: \eqref{result} is still 30\,\% below it at 5000 K and 11\,\% below it at 15000 K. The limiting moment $\sqrt{60}\,\mu_B=7.75\,\mu_B$ is accordingly far from the $4.29\,\mu_B$ found at 1000 K.

\section{What the model leaves out}

In the ground level $L_z$ acts as $-S_z$, so for a general spin factor $m$ acts as $(g_s-1)S_z$. The free-electron value $g_s=2.0023$ therefore multiplies the plateau by $(g_s-1)^2=1.0046$.

The diamagnetism of the electron cloud is $-Ne^2\sum\langle r^2\rangle/6m_ec^2$. For an assumed sum of $30\,a_0^2$ over all electrons it is $-2.4\times10^{-5}\ \mathrm{cm^3/mol}$, or 0.4\,\% of the plateau. This exceeds the height of the maximum at 78 K, but as a constant it shifts the curve without moving the maximum.

If the gap $E_1-E_0$ departs from the interval rule while the states remain pure $^7F$ states, the direct argument after \eqref{alpha0} still holds, and the plateau is $8N\mu_B^2/(E_1-E_0)$. The observed levels of Eu$^{3+}$ do depart from the interval rule, the upper intervals being smaller than \eqref{ladder} gives, and spin--orbit coupling also mixes other terms of the shell into the $^7F$ states. The table therefore describes the model, and only approximately the ion, at all temperatures. This includes the plateau, which depends on the actual gap $E_1-E_0$ and, through the admixed terms, on a coefficient somewhat below 8. Diagonalizing the Coulomb and spin--orbit interactions in the whole $4f^6$ shell with typical parameters ($F^2=83125$, $F^4=59268$, $F^6=42560$, $\zeta=1338\ \mathrm{cm^{-1}}$) gives a gap of about $390\ \mathrm{cm^{-1}}$, a ground state that is 93\,\% $^7F$, a coefficient of 7.7 and a plateau near $5.1\times10^{-3}\ \mathrm{cm^3/mol}$, about 15\,\% below the table. In a solid, the crystal field can split the $J=1$ level and mix levels of different $J$. The plateau can then depend on the direction of the field, and a feature as small as the maximum found here should not be carried over from the free ion.

\section*{Computed results}
\begin{verbatim}
lambda/hc = 350 cm^-1; lambda/k = 503.57 K
N mu_B^2/lambda = 7.44974e-04 cm^3/mol
squared element <1 0|Lz+2Sz|0 0>^2 = 4.000000
alpha_J in mu_B^2/lambda, J=0..6: 8.0000 -0.1667 -0.1667 -0.1667 -0.1667 -0.1667 -0.1667
plateau 8 N mu_B^2/lambda = 5.9598e-03 cm^3/mol
plateau in SI = 7.4893e-08 m^3/mol
T (K) | x | chi formula, chi matrix (1e-3 cm^3/mol) | mu_eff (mu_B) | pop. J=0
   10 | 50.3572 | 5.9598, 5.9598 | 0.6904 | 1.0000
   50 | 10.0714 | 5.9604, 5.9604 | 1.5438 | 0.9999
   75 |  6.7143 | 5.9649, 5.9649 | 1.8914 | 0.9964
  100 |  5.0357 | 5.9511, 5.9511 | 2.1815 | 0.9809
  150 |  3.3571 | 5.7401, 5.7401 | 2.6240 | 0.9052
  200 |  2.5179 | 5.3291, 5.3291 | 2.9195 | 0.8035
  300 |  1.6786 | 4.4720, 4.4720 | 3.2755 | 0.6279
  400 |  1.2589 | 3.8336, 3.8336 | 3.5018 | 0.5076
  600 |  0.8393 | 3.0466, 3.0466 | 3.8234 | 0.3641
 1000 |  0.5036 | 2.3052, 2.3052 | 4.2935 | 0.2313
At 300 K: x = 1.6786, Z = 1.59272
J | E_J/hc (cm^-1) | weight | Curie part of y | second-order part of y
0 | 0 | 1.00000 | 0.00000 | 5.02284
1 | 350 | 0.55992 | 0.88515 | -0.05859
2 | 1050 | 0.03251 | 0.15417 | -0.00340
3 | 2100 | 0.00030 | 0.00281 | -0.00003
4 | 3500 | 0.00000 | 0.00001 | -0.00000
5 | 5250 | 0.00000 | 0.00000 | -0.00000
6 | 7350 | 0.00000 | 0.00000 | -0.00000
sums at 300 K: Curie 1.04213, second-order 4.96082, y = 6.00295
chi at 300 K = 4.4720e-03 cm^3/mol
maximum: x = 6.4490, T = 78.08 K
height of maximum above plateau = 0.0890 %
plateau crossed at x = 5.4441, T = 92.50 K
high-temperature mu_eff limit = 7.7460 mu_B
at B = 1 T: mu_B B/lambda = 1.3339e-03
at B = 1 T: admixture amplitude of J=1 = 2.6678e-03
at B = 1 T: induced moment = 1.0671e-02 mu_B
free-electron g_s = 2.002319; plateau factor = 1.00464
core diamagnetism for assumed sum <r^2> = 30 a0^2: -2.376e-05 cm^3/mol
its size relative to the plateau = 0.40 %
\end{verbatim}
